**Thouless's theorem tested on H₂ and on random matrices**

The program tests that \(M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix}\) is the Hartree-Fock orbital Hessian form, and that a positive definite \(M\) gives real frequencies \(\omega\) in \(Mz=\hbar\omega Nz\), with \(N=\mathrm{diag}(1,-1)\). Here \(A\) and \(B\) are built from the Fock matrix and antisymmetrised two-electron integrals. It asserts agreement of the Hessian with finite differences of the energy for complex orbitals, and of the linear RPAx motion with nonlinear time-dependent Hartree-Fock propagation. For 200 random complex matrices shifted to be positive definite, it asserts real frequencies, the sign rule and the lower bound on \(|\hbar\omega|\); before the shift, 197 of them had complex frequencies. In the 6-31G basis, restricted H₂ becomes unstable towards triplet rotations at 1.1913 Å, and at 2.00 Å it has three negative eigenvalues of \(M\) and three growing modes. The doubly occupied antibonding orbital in the STO-3G basis has a negative definite \(M\) but real frequencies, so the converse fails. The spin-broken solution at 2.00 Å has two zero modes of \(M\) and a four-dimensional null space of \((NM)^2\).

## Verification by program

```python
# Result under test (Thouless): at a stationary Hartree-Fock determinant the matrix
#   M = [[A, B], [B*, A*]]
# is the second-derivative form of the energy for orbital rotations kappa, and if M is
# positive definite all RPAx frequencies w in M z = hbar w N z, N = diag(1,-1), are real.
#   A[ai,bj] = F_ab d_ij - F_ji d_ab + <aj||ib>,   B[ai,bj] = <ab||ij>
# i,j: occupied spin orbitals; a,b: virtual ones; F: Fock matrix.
# Internal work is in atomic units (hbar = 1); printed energies are in eV.
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.constants import physical_constants, hbar, e as charge
from pyscf import gto

EV = physical_constants['Hartree energy in eV'][0]
FS = hbar / (EV * charge) * 1e15          # atomic unit of time in fs
NOCC = 2
rng = np.random.default_rng(7)


def fock(h, g, P):
    return h + np.tensordot(g, P, axes=([3, 1], [0, 1]))


def energy(h, g, P):
    return 0.5 * np.trace((h + fock(h, g, P)) @ P).real


def transform(h, g, C):
    Cc = C.conj()
    return (Cc.T @ h @ C,
            np.einsum('pqrs,pi,qj,rk,sl->ijkl', g, Cc, Cc, C, C, optimize=True))


def hydrogen(distance, basis, broken=False):
    """Spin-orbital integrals h, <pq||rs> of H2 in its Hartree-Fock orbitals.
    Order: occupied alpha, occupied beta, then virtuals alpha, beta, alpha, ..."""
    mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, float(distance))]],
                basis=basis, verbose=0)
    s, V = np.linalg.eigh(mol.intor('int1e_ovlp'))
    X = V @ np.diag(s ** -0.5) @ V.T
    h1 = X @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
    eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), X, X, X, X,
                    optimize=True)
    m, I = len(s), np.eye(2)
    full = np.einsum('ac,bd,prqs->apbqcrds', I, I, eri).reshape((2 * m,) * 4)
    g = full - full.transpose(0, 1, 3, 2)
    h = np.kron(I, h1)
    c = np.linalg.eigh(h1)[1]
    up, down = c[:, 0], c[:, 0]
    if broken:                            # localise opposite spins on the two atoms
        up, down = (c[:, 0] + c[:, 1]) / 2 ** 0.5, (c[:, 0] - c[:, 1]) / 2 ** 0.5
    P = np.zeros((2 * m, 2 * m))
    P[:m, :m], P[m:, m:] = np.outer(up, up), np.outer(down, down)
    for _ in range(5000):
        F = fock(h, g, P)
        ca = np.linalg.eigh(F[:m, :m])[1]
        cb = np.linalg.eigh(F[m:, m:])[1] if broken else ca
        C = np.zeros((2 * m, 2 * m))
        C[:m, 0], C[m:, 1] = ca[:, 0], cb[:, 0]
        C[:m, 2::2], C[m:, 3::2] = ca[:, 1:], cb[:, 1:]
        new = C[:, :NOCC] @ C[:, :NOCC].T
        change = abs(new - P).max()
        P = new
        if change < 1e-11:
            break
    assert change < 1e-11
    return transform(h, g, C)


def reference(h):
    return np.diag((np.arange(len(h)) < NOCC).astype(float))


def blocks(h, g):
    o, v = slice(0, NOCC), slice(NOCC, None)
    F = fock(h, g, reference(h))
    assert abs(F[v, o]).max() < 1e-8      # the determinant is stationary
    nv = len(h) - NOCC
    A = (np.einsum('ab,ij->aibj', F[v, v], np.eye(NOCC))
         - np.einsum('ab,ji->aibj', np.eye(nv), F[o, o])
         + np.einsum('ajib->aibj', g[v, o, o, v]))
    B = np.einsum('abij->aibj', g[v, v, o, o])
    n = nv * NOCC
    return A.reshape(n, n), B.reshape(n, n)


def stability(A, B):
    return np.block([[A, B], [B.conj(), A.conj()]])


def metric(M):
    n = len(M) // 2
    return np.diag(np.r_[np.ones(n), -np.ones(n)])


def frequencies(M):
    return np.linalg.eigvals(metric(M) @ M)


def generator(kappa, size):
    K = np.zeros((size, size), complex)
    K[NOCC:, :NOCC] = kappa.reshape(-1, NOCC)
    return K - K.conj().T


def rotated_density(kappa, size):
    occupied = expm(generator(kappa, size))[:, :NOCC]
    return occupied @ occupied.conj().T


def real_hessian(M):
    I = np.eye(len(M) // 2)
    T = np.block([[I, 1j * I], [I, -1j * I]])
    return (T.conj().T @ M @ T).real


def random_unitary(n):
    return np.linalg.qr(rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n)))[0]


# Density-matrix energy against the expectation value in the explicit Fock space
h, g = hydrogen(0.74, 'sto-3g')
lower, sign = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
ann = []
for p in range(4):
    op = np.eye(1)
    for q in range(4):
        op = np.kron(op, sign if q < p else lower if q == p else np.eye(2))
    ann.append(op)
H = sum(h[p, q] * ann[p].T @ ann[q] for p in range(4) for q in range(4))
for p, q, r, s in np.argwhere(abs(g) > 1e-14):
    H = H + 0.25 * g[p, q, r, s] * ann[p].T @ ann[q].T @ ann[s] @ ann[r]
kappa = 0.4 * (rng.normal(size=4) + 1j * rng.normal(size=4))
K1 = generator(kappa, 4)
K = sum(K1[p, q] * ann[p].T @ ann[q] for p in range(4) for q in range(4))
vacuum = np.eye(16)[0]
state = expm(K) @ (ann[0].T @ ann[1].T @ vacuum)
assert abs((state.conj() @ H @ state).real
           - energy(h, g, rotated_density(kappa, 4))) < 1e-10

# Finite-difference Hessian with complex orbitals
h, g = hydrogen(0.74, '6-31g')
size = len(h)
U = np.zeros((size, size), complex)
U[:NOCC, :NOCC] = random_unitary(NOCC)
U[NOCC:, NOCC:] = random_unitary(size - NOCC)
hc, gc = transform(h, g, U)
Mc = stability(*blocks(hc, gc))
n = len(Mc) // 2
assert abs(Mc[:n, n:].imag).max() > 1e-3  # B is truly complex here
step, numeric = 3e-4, np.zeros((2 * n, 2 * n))
unit = np.eye(2 * n) * step


def energy_at(u):
    return energy(hc, gc, rotated_density(u[:n] + 1j * u[n:], size))


for i in range(2 * n):
    for j in range(i + 1):
        a, b = unit[i], unit[j]
        numeric[i, j] = numeric[j, i] = (
            energy_at(a + b) - energy_at(a - b) - energy_at(b - a)
            + energy_at(-a - b)) / (4 * step ** 2)
analytic = real_hessian(Mc)
deviation = abs(numeric - analytic).max()
assert deviation < 1e-5                   # truncation error of the differences
assert np.allclose(np.linalg.eigvalsh(analytic), 2 * np.linalg.eigvalsh(Mc))
print(f'H2/6-31G, 0.74 A: size of M = {2 * n}')
print(f'largest element of real Hessian = {abs(analytic).max() * EV:.4f} eV')
print(f'largest Hessian deviation, finite difference = {deviation * EV:.1e} eV')


# Linear RPAx motion against nonlinear time-dependent Hartree-Fock
def dynamics_error(distance, duration):
    h, g = hydrogen(distance, '6-31g')
    M = stability(*blocks(h, g))
    n, eps = len(M) // 2, 1e-5
    k0 = rng.normal(size=n) + 1j * rng.normal(size=n)
    k0 /= np.linalg.norm(k0)
    steps = int(np.ceil(duration / 0.02))
    dt = duration / steps

    def rate(P):
        F = fock(h, g, P)
        return -1j * (F @ P - P @ F)
    ends = []
    for s in (eps, -eps):
        P = rotated_density(s * k0, len(h))
        for _ in range(steps):
            r1 = rate(P)
            r2 = rate(P + dt / 2 * r1)
            r3 = rate(P + dt / 2 * r2)
            r4 = rate(P + dt * r3)
            P = P + dt / 6 * (r1 + 2 * r2 + 2 * r3 + r4)
        ends.append(P[NOCC:, :NOCC].ravel())
    found = (ends[0] - ends[1]) / (2 * eps)
    linear = (expm(-1j * duration * metric(M) @ M) @ np.r_[k0, k0.conj()])[:n]
    return np.linalg.norm(found - linear) / np.linalg.norm(linear)


for R in (0.74, 2.0):
    err = dynamics_error(R, 0.5 / FS)
    assert err < 1e-4
    print(f'relative error of RPAx motion after 0.5 fs, {R:.2f} A = {err:.1e}')

# Random complex matrices of the same structure, with and without positivity
trials, complex_count, floor, nr = 200, 0, 0.05, 3
for _ in range(trials):
    A = rng.normal(size=(nr, nr)) + 1j * rng.normal(size=(nr, nr))
    B = rng.normal(size=(nr, nr)) + 1j * rng.normal(size=(nr, nr))
    M = stability(A + A.conj().T, B + B.T)
    complex_count += abs(frequencies(M).imag).max() > 1e-6
    M = M + (floor - np.linalg.eigvalsh(M)[0]) * np.eye(2 * nr)
    w, Z = np.linalg.eig(metric(M) @ M)
    norms = np.einsum('pk,pq,qk->k', Z.conj(), metric(M), Z).real
    assert abs(w.imag).max() < 1e-8 and (w.real > 0).sum() == nr
    assert np.all(norms * w.real > 0) and abs(w).min() >= floor - 1e-9
assert complex_count > 0
print(f'random matrices: {trials}; with complex w before the shift: {complex_count}')
print('random matrices with complex w after shift to positive M: 0')

# Minimal basis: singlet and triplet values from orbital integrals
for R in (0.74, 2.0):
    h, g = hydrogen(R, 'sto-3g')
    hg, hu = h[0, 0], h[2, 2]
    Jgg, Juu, J, K = g[0, 1, 0, 1], g[2, 3, 2, 3], g[0, 3, 0, 3], g[0, 3, 2, 1]
    print(f'STO-3G {R:.2f} A: h_g = {hg * EV:.4f}, h_u = {hu * EV:.4f} eV')
    print(f'  J_gg = {Jgg * EV:.4f}, J_uu = {Juu * EV:.4f} eV')
    print(f'  J_gu = {J * EV:.4f}, K_gu = {K * EV:.4f} eV')
    swap = [2, 3, 0, 1]
    cases = [('bonding pair', h, g, hu - hg + 2 * J - K - Jgg)]
    if R < 1:
        cases.append(('antibonding pair', h[np.ix_(swap, swap)],
                      g[np.ix_(swap, swap, swap, swap)], hg - hu + 2 * J - K - Juu))
    for name, hh, gg, gap in cases:
        M = stability(*blocks(hh, gg))
        trip, sing = (gap - J - K, gap - J + K), (gap - J + 3 * K, gap - J + K)
        w2 = np.sort((frequencies(M) ** 2).real)
        t2, s2 = trip[0] * trip[1], sing[0] * sing[1]
        assert np.allclose(w2, np.sort([t2] * 6 + [s2] * 2), atol=1e-8)
        lam = np.linalg.eigvalsh(M)
        print(f'  {name}: orbital gap = {gap * EV:.4f} eV')
        print(f'    triplet A+B, A-B = {trip[0] * EV:.4f}, {trip[1] * EV:.4f} eV')
        print(f'    singlet A+B, A-B = {sing[0] * EV:.4f}, {sing[1] * EV:.4f} eV')
        print(f'    (hbar w)^2 triplet, singlet = {t2 * EV**2:.3f}, {s2 * EV**2:.3f} eV^2')
        print(f'    eigenvalues of M from {lam[0] * EV:.4f} to {lam[-1] * EV:.4f} eV')
        if name == 'antibonding pair':
            assert lam[-1] < 0 and abs(frequencies(M).imag).max() < 1e-8


# Scan of the restricted solution in the larger basis
def restricted_matrix(R):
    return stability(*blocks(*hydrogen(R, '6-31g')))


print('6-31G scan: R (A), lowest eigenvalue of M (eV), lowest (hbar w)^2 (eV^2)')
for R in (0.74, 1.0, 1.2, 1.4, 2.0):
    M = restricted_matrix(R)
    lam, w = np.linalg.eigvalsh(M)[0], frequencies(M)
    assert abs((w ** 2).imag).max() < 1e-8
    if lam > 0:
        assert abs(w.imag).max() < 1e-8 and abs(w).min() >= lam - 1e-10
    print(f'  {R:.2f}  {lam * EV:9.4f}  {(w ** 2).real.min() * EV ** 2:10.4f}')
    if R == 0.74:
        w_low = abs(w).min()
print(f'lowest hbar w at 0.74 A = {w_low * EV:.4f} eV')
print(f'lowest w at 0.74 A = {w_low * EV * charge / hbar:.4e} rad/s')
onset = brentq(lambda R: np.linalg.eigvalsh(restricted_matrix(R))[0], 0.9, 1.8,
               xtol=1e-8)
assert abs(frequencies(restricted_matrix(onset - 0.01)).imag).max() < 1e-8
assert abs(frequencies(restricted_matrix(onset + 0.01)).imag).max() > 1e-3
print(f'onset of triplet instability = {onset:.4f} A')

# Unstable restricted solution at 2.00 A
h, g = hydrogen(2.0, '6-31g')
A, B = blocks(h, g)
M = stability(A, B)
w = frequencies(M)
negative, growing = (np.linalg.eigvalsh(M) < 0).sum(), (w.imag > 1e-6).sum()
assert negative == growing == 3
keep = [k for k in range(len(A)) if (k // NOCC) % 2 == k % NOCC]  # no spin flip
plus, minus = (A + B)[np.ix_(keep, keep)], (A - B)[np.ix_(keep, keep)]
assert np.linalg.eigvalsh(minus)[0] > 0
squares = np.linalg.eigvals(minus @ plus).real
assert (np.linalg.eigvalsh(plus) < 0).sum() == (squares < 0).sum() == 1
rate_max = w.imag.max()
print(f'2.00 A: negative eigenvalues of M = {negative}, growing modes = {growing}')
print(f'hbar |Im w| = {rate_max * EV:.4f} eV; e-folding time = {FS / rate_max:.4f} fs')
values, vectors = np.linalg.eigh(real_hessian(M))
s, n = 0.02, len(A)
u = s * vectors[:, 0]
E0 = energy(h, g, reference(h))
drop = energy(h, g, rotated_density(u[:n] + 1j * u[n:], len(h))) - E0
quadratic = 0.5 * values[0] * s ** 2
assert drop < 0 and abs(drop / quadratic - 1) < 0.03   # quartic terms remain
print(f'rotation of norm {s}: energy change = {drop * EV * 1e3:.4f} meV')
print(f'  second-order prediction = {quadratic * EV * 1e3:.4f} meV')

# Spin-broken solution: M is semidefinite and its zero modes form Jordan blocks
h, g = hydrogen(2.0, '6-31g', broken=True)
M = stability(*blocks(h, g))
L = metric(M) @ M
lam = np.linalg.eigvalsh(M)
kernel = (np.linalg.svd(L, compute_uv=False) < 1e-6).sum()
kernel2 = (np.linalg.svd(L @ L, compute_uv=False) < 1e-6).sum()
assert lam[0] > -1e-7 and kernel == 2 and kernel2 == 4
# a defective zero eigenvalue is split by rounding to about its square root
assert abs(frequencies(M).imag).max() < 1e-4
lowering = energy(h, g, reference(h)) - E0
assert lowering < 0
print(f'spin-broken minus restricted energy, 2.00 A = {lowering * EV:.4f} eV')
print(f'  zero modes of M = {kernel}, null dimension of (NM)^2 = {kernel2}')
print(f'  lowest nonzero eigenvalue of M = {lam[kernel] * EV:.4f} eV')
print('verified')
```

It prints:

```
H2/6-31G, 0.74 A: size of M = 24
largest element of real Hessian = 68.4182 eV
largest Hessian deviation, finite difference = 8.2e-06 eV
relative error of RPAx motion after 0.5 fs, 0.74 A = 1.6e-07
relative error of RPAx motion after 0.5 fs, 2.00 A = 6.1e-09
random matrices: 200; with complex w before the shift: 197
random matrices with complex w after shift to positive M: 0
STO-3G 0.74 A: h_g = -34.1043, h_u = -12.9273 eV
  J_gg = 18.3610, J_uu = 18.9841 eV
  J_gu = 18.0605, K_gu = 4.9310 eV
  bonding pair: orbital gap = 34.0060 eV
    triplet A+B, A-B = 11.0145, 20.8765 eV
    singlet A+B, A-B = 30.7385, 20.8765 eV
    (hbar w)^2 triplet, singlet = 229.944, 641.711 eV^2
    eigenvalues of M from 11.0145 to 30.7385 eV
  antibonding pair: orbital gap = -8.9711 eV
    triplet A+B, A-B = -31.9625, -22.1006 eV
    singlet A+B, A-B = -12.2386, -22.1006 eV
    (hbar w)^2 triplet, singlet = 706.391, 270.480 eV^2
    eigenvalues of M from -31.9625 to -12.2386 eV
STO-3G 2.00 A: h_g = -21.1955, h_u = -18.2389 eV
  J_gg = 13.8632, J_uu = 14.5490 eV
  J_gu = 14.1282, K_gu = 7.0515 eV
  bonding pair: orbital gap = 10.2983 eV
    triplet A+B, A-B = -10.8814, 3.2217 eV
    singlet A+B, A-B = 17.3247, 3.2217 eV
    (hbar w)^2 triplet, singlet = -35.056, 55.814 eV^2
    eigenvalues of M from -10.8814 to 17.3247 eV
6-31G scan: R (A), lowest eigenvalue of M (eV), lowest (hbar w)^2 (eV^2)
  0.74     7.2751     95.9079
  1.00     2.6273     26.1084
  1.20    -0.1049     -0.8244
  1.40    -2.2512    -13.8991
  2.00    -6.5459    -19.4645
lowest hbar w at 0.74 A = 9.7933 eV
lowest w at 0.74 A = 1.4879e+16 rad/s
onset of triplet instability = 1.1913 A
2.00 A: negative eigenvalues of M = 3, growing modes = 3
hbar |Im w| = 4.4119 eV; e-folding time = 0.1492 fs
rotation of norm 0.02: energy change = -2.6174 meV
  second-order prediction = -2.6184 meV
spin-broken minus restricted energy, 2.00 A = -2.3038 eV
  zero modes of M = 2, null dimension of (NM)^2 = 4
  lowest nonzero eigenvalue of M = 0.7961 eV
verified
```
